Phase-Correct Trenches and Unequal Spaces in Alternating Phase-Shift Masks

A trench 164.4 nm deep, etched into every second opening of a quartz mask, gives the light from those openings a phase difference of 180.0° from their unetched neighbours at a wavelength of 193.4 nm. All openings are 260 nm wide. Yet in a simple image calculation at best focus, the peak intensity of an etched space is only 0.784 of that of a clear space. The phase is right and the spaces are still unequal.

The belief that this contradicts is reasonable: etch the trench to the depth that gives a phase of π, and neighbouring spaces will print alike because they differ only in sign. It follows correctly from a thin-mask model. What fails is the assumption that a trench whose depth is nearly two thirds of its width changes the phase alone.

**Why the scalar depth is attractive**

Let light travel from quartz, of index n, into air, and write fields with the time factor exp(−iωt), so that a wave advancing by z in air gains the factor exp(ikz), with k = 2π/λ. Over the trench depth d, light for the clear opening gains phase nkd in quartz, while light for the etched opening gains kd in air. The phase difference is

Δ = nkd − kd = k(n − 1)d.

Setting Δ = π gives

d = λ/[2(n − 1)] = 193.4 nm/(2 × 0.563) = 171.8 nm.

Each path crosses one quartz–air surface, at the trench floor or at the level of the chrome, so the surface transmission is the same for both. If nothing else happens, the opening transmissions obey t_e = −t_c, where e means etched and c means clear. This argument treats each opening as part of an infinitely wide plate. It has no side walls.

**What equal spaces require**

Take an infinite line pattern with the clear opening centred at x = 0, the etched one at x = P/2, and equal widths w. The double period is P = 1040 nm. Illumination is coherent and at normal incidence, with the electric field along the lines (TE polarization). In the thin-mask description, the amplitude of diffraction order m is

A_m = (1/P) ∫ T(x) exp(−2πimx/P) dx,

taken over one period, where T is t_c or t_e in the openings and zero under the chrome. For m = 0 the integral is the summed area of the openings. For m = 1, each opening contributes an integral sin(πw/P)/π after division by P, and the shift of the etched opening by P/2 supplies exp(−iπ) = −1. Therefore

A0 = (w/P)(t_c + t_e),

A1 = (t_c − t_e) sin(πw/P)/π.

A rigorous field is not uniform across an opening, but its two orders can be inserted on the left and the equations solved for t_c and t_e:

t_c = ½[A0 P/w + πA1/sin(πw/P)],

t_e = ½[A0 P/w − πA1/sin(πw/P)].

These effective transmissions are the uniform values that would produce the same two orders. They are what "amplitude" and "phase" of an opening mean below.

The lens reduces the mask four times and has a numerical aperture of 0.93. The first order has sine 0.744 at the wafer and passes; the second would need a sine twice as large, above 1, and does not. Mirror symmetry makes orders +1 and −1 equal. At a distance z from focus, order 0 gains exp(ikz) and order ±1 gains exp(ikz cosθ). Dropping the common factor exp(ikz) leaves the first order multiplied by exp(−iφ), with

φ = kz(1 − cosθ).

The image field is then

F(x) = A0 + 2A1 exp(−iφ) cos(2πx/P),

where x is still measured at mask scale. The cosine is +1 at the clear centre and −1 at the etched centre, so

I_c = |A0|² + 4|A1|² + 4 Re[A0 A1* exp(iφ)],

I_e = |A0|² + 4|A1|² − 4 Re[A0 A1* exp(iφ)],

I_c − I_e = 8 Re[A0 A1* exp(iφ)].

To separate the two kinds of error, write t_e = −a t_c exp(−iδ). Here a is the amplitude ratio and δ is the phase difference in excess of π. Substitution gives

A0 A1* = C[1 − a exp(−iδ)][1 + a exp(iδ)],

C = (w/P)[sin(πw/P)/π]|t_c|².

Multiplying out the brackets,

1 + a exp(iδ) − a exp(−iδ) − a² = (1 − a²) + 2ia sinδ.

Taking the real part after multiplication by exp(iφ) = cosφ + i sinφ,

I_c − I_e = 8C[(1 − a²) cosφ − 2a sinδ sinφ].

At best focus φ = 0, and the phase error drops out of the difference. Equal peaks there require a = 1. A pure phase error, with a = 1, instead makes one space brighter on one side of focus and the other space brighter on the other side. A pure amplitude error, with δ = 0, has the same effect on both sides. Depth can therefore repair the peaks at focus only in so far as it changes a.

**What the trench does**

The missing physics is in the wave equation for the actual cross-section,

∂²E/∂x² + ∂²E/∂z² + k²ε(x,z)E = 0,

where ε is the square of the local refractive index and z here runs down through the mask. The example has vertical walls and chrome 100 nm high with index 0.84 + 1.65i. The equation was solved by expansion in Fourier modes and, separately, by finite differences. For a depth of 172 nm, the complex orders from the two methods differ by at most 0.26% of |A1|.

At the scalar depth, the amplitude ratio is a = 0.799 and the phase difference is 188.7°. The phase is too large, and reducing the depth to 164.4 nm brings it to 180.0°. The amplitude ratio then is 0.803. Correcting the phase has hardly touched the amplitude, and the peak intensity ratio moves only from 0.779 to 0.784.

The image ratio can be followed from the orders. At the phase-correct depth A0/A1 = 0.1216, a real number, so

I_e/I_c = [(2 − 0.1216)/(2 + 0.1216)]² = (1.8784/2.1216)² = 0.784.

This is larger than a² = 0.64. The lens has removed the higher orders, and each image peak contains light from both kinds of opening, which makes the peaks less unequal than the openings themselves.

Nor does a better depth lie nearby. Seven depths from 146.0 to 197.5 nm gave phase differences from 157° to 219°, but amplitude ratios only between 0.824 and 0.770. In the limit of zero depth the two openings become identical and a must return to 1, but then the phase difference is zero and the mask no longer alternates.

**Why the walls are responsible**

If the trench floor caused the loss, it would not depend on opening width. An edge effect should be diluted as the opening widens. With depth, chrome height and the ratio w/P held fixed, the amplitude loss 1 − a is 0.201 for 260 nm openings, 0.141 for 520 nm, 0.075 for 1040 nm and 0.042 for 2080 nm. These losses can shift by about 0.001 with the numerical discretization. The last values fall by slightly less than half per doubling because part of the loss does not come from the walls. The weak field t_l that leaks through the chrome adds t_l/2 to A0 and so shifts both effective transmissions by t_l. Since t_c and t_e have opposite signs, this leaves 1 − a = 1 − |t_e + t_l|/|t_c + t_l| ≈ 0.009 even for infinitely wide openings. With the leakage removed, the last three losses are 0.132, 0.066 and 0.033, halving with each doubling as an edge effect should. Apart from this floor of about 0.01, the scalar picture is approached as the trench becomes shallow compared with its width.

A second comparison moves only the trench walls outward, so that the trench extends above the chrome on each side, keeping the chrome openings at 260 nm and resetting the depth each time for a phase of 180°. An undercut of 10 nm per side raises a from 0.803 to 0.874; 20 nm gives 0.935, and 40 nm gives 0.994. The depth changes by only 2.4 nm over this series. In the depth scan a change of that size alters a by a few thousandths at most, so the wall position accounts for nearly all of the recovery.

Power flow shows where the light goes. For a depth of 172 nm, in units of the power incident on one opening width, 0.942 enters through the trench floor. Of this, 0.397 leaves through the two walls and 0.545 reaches the chrome opening:

0.942 − 0.397 = 0.545.

In the corresponding column of solid quartz above the clear opening, 0.794 enters at the top, a net 0.075 comes in through the sides, and 0.869 reaches the opening. The etched column receives more light at its floor than the clear column does at the same level; the deficit arises on the way down. An air trench between quartz walls cannot hold light by total internal reflection, because that requires the outer medium to have the lower index. The power lost through the walls ends up reflected or absorbed, or passes the mask elsewhere; these shares were not separated. The power figures can shift by about 0.001 with the numerical discretization.

**Balancing the spaces**

Since the difference of the peaks is proportional to Re[A0 A1* exp(iφ)], it vanishes at every defocus if A0 = 0. This is one complex condition, hence two real ones, and it needs two adjustable quantities. Etched width and depth will serve.

A first estimate keeps the effective transmissions fixed and widens the etched opening by b until its total amplitude cancels that of the clear one:

(w + b)a = w,

b = w(1/a − 1) = 260 nm × (1/0.803 − 1) ≈ 64 nm.

The rigorous solution needs less: b = 46.6 nm on the mask, or 11.6 nm at wafer scale, with a depth of 174.3 nm; with more Fourier modes b rises by about 0.1 nm. A smaller bias is consistent with the finding that wider openings lose a smaller fraction of their amplitude. The depth is no longer 164.4 nm because the phase, too, depends on width. Trench and chrome opening were widened together here, with their centres fixed.

The through-focus behaviour distinguishes the three masks. Define the imbalance as (I_c − I_e)/(I_c + I_e). At wafer defocus −50, 0 and +50 nm it is 0.149, 0.124 and 0.064 for the scalar depth, where both errors act. For the phase-correct depth it is 0.104, 0.121 and 0.104, the even pattern of a pure amplitude error. With width and depth adjusted together, it is zero to the four printed decimals at all three positions, as the condition A0 = 0 requires. For the same dimensions, a different numerical discretization can leave an imbalance of about 0.001.

**How far the numbers carry over**

The dimensions are those of dry 193 nm lithography with 65 nm lines and spaces at the wafer. The quartz and chrome indices are rough typical values, and the chrome is taken as one uniform layer, whereas real absorbers are usually layered. Changing the absorption part of the chrome index by 10% either way, at the fixed depth of 164.4 nm, moves a between 0.785 and 0.815.

Polarization matters more. With the magnetic field along the lines (TM) and the same depth, a falls to 0.693 and the phase difference is 175.1° (175.0° with more Fourier modes). The image formula above also leaves out the change in field strength of the inclined orders as the lens steepens their angles. Including it gives a peak ratio of 0.818 for TE; for TM, with the field directions at the wafer included as well, the ratio of the intensities at the two space centres is 0.606, or 0.607 with more Fourier modes. The TM figure is not a ratio of peaks: the field component normal to the wafer vanishes at the centres and is strongest between them, and because sinθ = 0.744 exceeds cosθ = 0.668, the intensity in air rises on moving away from the etched centre, and here also from the clear centre; its maximum lies about a third of the way from the clear centre to the etched one, some 4% above the clear-centre value. A width and depth chosen for TE should therefore not be assumed to balance unpolarized illumination. Tilting the illumination across the lines to 0.2 of the lens aperture changes the simple TE ratio only from 0.784 to 0.788. That is about the largest tilt at which both first orders still pass the lens, since 0.186 + 0.744 = 0.930; beyond it one of them is lost and the three-order image formula no longer applies. Leakage through the chrome, estimated from a uniform film and weighted by the half of the area that is covered, amounts to about 7% of |A0|.

Sloped walls, rounded corners, resist and lens aberrations are not included. The undercut results show that wall displacements of 10 nm can matter, so a bias for a real mask has to be computed for its own profile and illumination. The sign and size of the loss found here belong to this geometry. What holds more generally, for equal openings imaged by orders 0 and ±1 under symmetric coherent illumination, is that a phase of π leaves the amplitude condition a = 1 still to be met. The numerical output below gives the values in full.

Calculated quantities

```
wavelength = 193.4 nm; quartz index = 1.563
chrome index = 0.84 + 1.65 i
mask double period = 1040 nm; opening = 260 nm
chrome height = 100 nm; reduction = 4
NA = 0.93; wafer first-order sine = 0.7438
scalar pi depth = 171.76 nm
grid/modal order difference, TE = 0.26 % of |A1|
grid/modal order difference, TM = 0.16 % of |A1|
image imbalance at 0 nm: grid 0.1246, formula 0.1245
image imbalance at 50 nm: grid 0.0622, formula 0.0629
etched column power / incident: floor in 0.9415, sides out 0.3966, mouth out 0.5450
clear column power / incident: floor in 0.7944, sides out -0.0750, mouth out 0.8694
thin mask phase error = 11.46 deg
its imbalance at -50, 0, 50 nm = 0.0570, 0.0000, -0.0570
at scalar depth: amplitude ratio = 0.7986, phase lead = 188.70 deg
at scalar depth: I_etched/I_clear = 0.7787
phase-correct depth = 164.40 nm; phase lead = 180.00 deg
there: amplitude ratio = 0.8026; I_etched/I_clear = 0.7839
there: |A0| = 0.05482, |A1| = 0.45079, A0/A1 = 0.12160
change with more Fourier orders = 0.00019
depth 146.0 nm: amplitude ratio 0.8236, phase lead 157.33 deg
depth 154.6 nm: amplitude ratio 0.8102, phase lead 168.01 deg
depth 163.2 nm: amplitude ratio 0.8033, phase lead 178.52 deg
depth 171.8 nm: amplitude ratio 0.7986, phase lead 188.70 deg
depth 180.3 nm: amplitude ratio 0.7920, phase lead 198.66 deg
depth 188.9 nm: amplitude ratio 0.7822, phase lead 208.63 deg
depth 197.5 nm: amplitude ratio 0.7702, phase lead 218.82 deg
opening 260 nm: amplitude loss 0.2014, phase lead 188.70 deg
opening 520 nm: amplitude loss 0.1409, phase lead 179.32 deg
opening 1040 nm: amplitude loss 0.0750, phase lead 180.05 deg
opening 2080 nm: amplitude loss 0.0416, phase lead 179.50 deg
undercut 0 nm/side: pi depth 164.40 nm, amplitude ratio 0.8026
undercut 10 nm/side: pi depth 165.59 nm, amplitude ratio 0.8737
undercut 20 nm/side: pi depth 166.04 nm, amplitude ratio 0.9352
undercut 40 nm/side: pi depth 166.81 nm, amplitude ratio 0.9936
width bias estimate from amplitude = 63.93 nm
joint cure: bias = 46.56 nm on mask = 11.64 nm at wafer scale
joint cure: depth = 174.25 nm; remaining |A0| = 1.2e-13
scalar imbalance at -50, 0, 50 nm = 0.1494, 0.1244, 0.0642
phase-correct imbalance at -50, 0, 50 nm = 0.1040, 0.1212, 0.1040
joint cure imbalance at -50, 0, 50 nm = -0.0000, 0.0000, 0.0000
TE ratio with image obliquity = 0.8181
TM: amplitude ratio = 0.6929, phase lead = 175.08 deg
TM ratio with vector image and obliquity = 0.6063
TE ratio for tilted source point sigma 0.2 = 0.7878
half-area chrome leakage / |A0| = 0.0689
chrome absorption index x 0.9: amplitude ratio = 0.7849
chrome absorption index x 1.1: amplitude ratio = 0.8150
```
